# Aspect Ratio of Least Surface Resistivity in a Rectangular Wire

## Problem

A long, straight metal wire has a rectangular cross-section of width $w$ and height $h$. Its two sidewalls, a distance $w$ apart, have specularity $p_s$. Its top and bottom, a distance $h$ apart, have specularity $p_t$. The specularity is the probability that a carrier striking the wall is reflected like light from a mirror; otherwise it is scattered diffusely.

Assume a spherical Fermi surface, a single bulk relaxation time with mean free path $\lambda$, and specularities that do not depend on the angle of incidence. The bulk resistivity $\rho_0$, $\lambda$, $p_s$ and $p_t$ stay the same when the shape is changed. The area $A=wh$ is fixed, and the aspect ratio is $r=h/w$.

1. Express the wire's conductivity as an average over carrier paths.
2. Find the resistivity to first order in $\lambda/w$ and $\lambda/h$.
3. Find the aspect ratio that minimizes this resistivity, and the minimum itself. Treat perfectly specular walls separately.
4. Determine whether the second-order terms move the optimum.
5. Evaluate the results for $\lambda=20$ nm, $\rho_0=50$ nΩ m, $A=20000$ nm², $p_s=0.6$ and $p_t=0.2$. These are round model parameters. Examine what happens when the wire is made smaller.

## Solution

### 1. Conductivity as a path average

Let the electric field $E$ point along the wire axis $z$, and let $\mathbf u$ be the unit vector along a carrier's velocity $\mathbf v$. Write the distribution as $f_0+g$, where $f_0$ is the equilibrium distribution. For carriers of charge $q$ and relaxation time $\tau$, the linearized steady Boltzmann equation is

$$\mathbf v\cdot\nabla g+qEv_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{g}{\tau}.$$

In the bulk the gradient vanishes and $g=qE\tau v_z(-\partial f_0/\partial\varepsilon)$. In the wire, multiply this bulk solution by a factor $G(x,y,\mathbf u)$. Substitution, with $\lambda=v\tau$, gives

$$\lambda\,\mathbf u\cdot\nabla G=1-G .$$

The current carried by direction $\mathbf u$ is proportional to $u_zg$, hence to $u_z^2G$. Since $G=1$ in the bulk and $\langle u_z^2\rangle=1/3$ over the sphere,

$$\frac{\sigma}{\sigma_0}=\big\langle 3u_z^2\,G\big\rangle ,$$

where the average runs over directions and over the cross-section.

At a wall, the specular part of the reflected carriers keeps the value of $G$ with which it arrived. The diffuse part has $g=0$: it leaves with no preferred direction, and its density is set by the net arriving flux of $g$, which vanishes because $g$ is odd in $u_z$. Therefore $G_{\rm leaving}=p\,G_{\rm arriving}$.

Follow a carrier backward from its present position, and let $t$ be the path length in units of $\lambda$. If the last wall hit lies at $t_1$, integrating the equation for $G$ along this segment gives

$$G=\int_0^{t_1}e^{-t}dt+e^{-t_1}G_{\rm leaving}.$$

Replacing $G_{\rm leaving}$ by $p\,G_{\rm arriving}$ and repeating the step at each earlier hit gives

$$G=\int_0^\infty e^{-t}\,p_s^{\,n_x(t)}\,p_t^{\,n_y(t)}\,dt ,$$

where $n_x$ and $n_y$ count the hits on sidewalls and on top or bottom within the length $t$.

Specular reflection preserves $|u_x|$, $|u_y|$ and $u_z$. Reflecting the wire instead of the path turns the path into a straight line, which crosses sidewall images spaced by $w$ and top-bottom images spaced by $h$. In the $x$ direction the line advances by $s=\lambda t|u_x|/w$ spacings. Let $m$ be the integer part of $s$. For a uniformly distributed starting point, the line crosses $m+1$ images with probability $s-m$, and $m$ images otherwise. The mean of $p^{n}$ is then

$$F_p(s)=p^m\big[1-(s-m)\big]+p^{m+1}(s-m)=p^m\big[1-(1-p)(s-m)\big].$$

The starting coordinates $x$ and $y$ are independent, so at given $\mathbf u$ and $t$ the position average is a product:

$$\frac{\sigma}{\sigma_0}=\Big\langle3u_z^2\int_0^\infty e^{-t}\,F_{p_s}\!\Big(\frac{\lambda t|u_x|}{w}\Big)F_{p_t}\!\Big(\frac{\lambda t|u_y|}{h}\Big)dt\Big\rangle_{\mathbf u}. \tag{1}$$

This is the full result of the model, called the full model below.

### 2. First-order resistivity

Define the diffuse fractions and the two small parameters

$$a=1-p_s,\qquad b=1-p_t,\qquad \alpha=\frac{a\lambda}{w},\qquad \beta=\frac{b\lambda}{h}.$$

For $s\le1$ we have $F_p(s)=1-(1-p)s$. Thus, until $t$ reaches $\min(w,h)/\lambda$, the product in (1) equals

$$(1-\alpha t|u_x|)(1-\beta t|u_y|)=1-\alpha t|u_x|-\beta t|u_y|+\alpha\beta t^2|u_xu_y| .$$

Use this polynomial for all $t$ and call the resulting error $R$, which is bounded in part 4. The path integrals are $\int_0^\infty te^{-t}dt=1$ and $\int_0^\infty t^2e^{-t}dt=2$.

For the linear angular average, take $x$ as the polar axis and set $c=|u_x|$. The azimuthal mean of $u_z^2$ is $(1-c^2)/2$, so

$$\langle3u_z^2|u_x|\rangle=\frac32\int_0^1c(1-c^2)\,dc=\frac32\Big(\frac12-\frac14\Big)=\frac38 .$$

By symmetry $\langle3u_z^2|u_y|\rangle$ has the same value. For the product term, take $z$ as the polar axis and set $c=|u_z|$. Then $|u_xu_y|=(1-c^2)|\cos\varphi\sin\varphi|$, and the azimuthal mean of $|\cos\varphi\sin\varphi|$ is $1/\pi$:

$$\langle3u_z^2|u_xu_y|\rangle=\frac3\pi\int_0^1c^2(1-c^2)\,dc=\frac3\pi\Big(\frac13-\frac15\Big)=\frac{2}{5\pi}.$$

Together,

$$\frac{\sigma}{\sigma_0}=1-\frac38(\alpha+\beta)+\frac{4}{5\pi}\alpha\beta+R. \tag{2}$$

The $\alpha\beta$ term belongs to the corners, where adding the losses of the two wall pairs would count some carriers twice. It is of second order. Since $1/(1-\delta)=1+\delta$ to first order in $\delta$, the resistivity is

$$\frac{\rho}{\rho_0}=1+\Delta,\qquad \Delta=\frac{3\lambda}{8}\Big(\frac aw+\frac bh\Big). \tag{3}$$

### 3. The best shape

From $wh=A$ and $h=rw$ follow $w=\sqrt{A/r}$ and $h=\sqrt{Ar}$, so

$$\Delta(r)=\frac{3\lambda}{8\sqrt A}\Big(a\sqrt r+\frac{b}{\sqrt r}\Big).$$

Let $a$ and $b$ both be positive. Completing the square gives

$$a\sqrt r+\frac b{\sqrt r}=2\sqrt{ab}+\Big(\sqrt{a\sqrt r}-\sqrt{b/\sqrt r}\Big)^2 .$$

The first term does not depend on $r$. The square is never negative, and it vanishes only when $a\sqrt r=b/\sqrt r$. The unique minimum is therefore

$$\boxed{r^*=\frac ba=\frac{1-p_t}{1-p_s},\qquad \Delta_{\min}=\frac{3\lambda}{4}\sqrt{\frac{ab}{A}}} \tag{4}$$

with sides $w^*=\sqrt{Aa/b}$ and $h^*=\sqrt{Ab/a}$.

The meaning is clearest in terms of the perimeter. Since $1/w=h/A$ and $1/h=w/A$, equation (3) reads $\Delta=(3\lambda/8A)(ah+bw)$. Each wall counts by its length in the cross-section times its diffuse fraction. The optimum has $ah=bw$: the two wall pairs contribute equally, and the longer side lies along the more specular walls. Equal specularities give a square.

To see the cost of another shape, put $r=qr^*$. Then $a\sqrt r=\sqrt{ab}\,\sqrt q$ and $b/\sqrt r=\sqrt{ab}/\sqrt q$, so

$$\frac{\Delta(r)}{\Delta_{\min}}=\frac12\Big(\sqrt q+\frac1{\sqrt q}\Big)=\cosh\!\Big(\frac12\ln\frac r{r^*}\Big). \tag{5}$$

The minimum is shallow. Because (5) rises steadily on either side of $r^*$, a restriction of $r$ to some interval gives a simple rule: use $r^*$ if it is allowed, and otherwise the end of the interval nearest to it.

**Perfectly specular walls.** If $p_s=1$ and $p_t<1$, then $a=0$ and $\Delta=3\lambda b/(8\sqrt{Ar})$. This falls steadily as $r$ grows, so there is no minimum. The full model agrees: in (1) the sidewall factor is 1, the width drops out, and a larger $h$ lowers the argument of $F_{p_t}$, which is a decreasing function. For $p_t=1$ and $p_s<1$ the roles are exchanged: the flatter the wire, the closer its resistivity comes to $\rho_0$. If all walls are perfectly specular, the shape has no effect.

### 4. Do second-order terms move the optimum?

At fixed area,

$$\alpha\beta=\frac{ab\lambda^2}{wh}=\frac{ab\lambda^2}{A}$$

does not depend on $r$. Apart from $R$, the conductivity (2) therefore depends on shape only through $\alpha+\beta$. It is largest where $\alpha+\beta$ is smallest, which is at $r^*$. Taking the reciprocal to obtain $\rho$ does not change this. The second-order terms change the value of the resistivity but leave the optimal shape where it was.

What remains is $R$. Let both sides be at least $\ell\lambda$. The polynomial and the true product then differ only for $t>\ell$. There the true product lies between 0 and 1, and the polynomial is at most $(1+t/\ell)^2$ in magnitude. With $\langle3u_z^2\rangle=1$ and the substitution $t=\ell+y$,

$$|R|\le\int_\ell^\infty e^{-t}\Big[1+\Big(1+\frac t\ell\Big)^2\Big]dt=e^{-\ell}\Big(5+\frac4\ell+\frac2{\ell^2}\Big)\equiv\epsilon .$$

Now let $r'$ be the shape of highest conductivity in the full model among those with both sides at least $\ell\lambda$, and suppose $r^*$ is also among them. From $\sigma(r')\ge\sigma(r^*)$ and (2),

$$\Delta(r')-\Delta_{\min}\le R(r')-R(r^*)\le2\epsilon .$$

By (5), $\cosh[\tfrac12\ln(r'/r^*)]-1\le2\epsilon/\Delta_{\min}$. Take $\ell\lambda$ as a fixed fraction, say one half, of the shorter of $w^*$ and $h^*$. As the wire grows relative to $\lambda$, $\epsilon$ then falls exponentially while $\Delta_{\min}$ falls only as $\lambda/\sqrt A$, so the displacement of the optimum within this family of shapes vanishes exponentially. Shapes with a side shorter than $\ell\lambda$ are not covered by this argument. This bound fixes the trend and is not an estimate of the displacement.

The direction of the first departure can also be found. For $1<s<2$,

$$F_p(s)-\big[1-(1-p)s\big]=(1-p)^2(s-1)>0 .$$

A carrier hitting a second wall has already lost part of its contribution, so the linear law overstates the damage. When $w^*$ is the shorter side and still several $\lambda$, this correction comes first from the sidewalls. It raises the conductivity, and more so as $w$ shrinks. The true optimum then lies at a somewhat narrower wire, with $r>r^*$.

### 5. Numbers

Here $a=0.4$ and $b=0.8$, so

$$r^*=\frac{0.8}{0.4}=2,\qquad w^*=\sqrt{\frac{20000}{2}}=100\ \text{nm},\qquad h^*=200\ \text{nm}.$$

The two wall pairs contribute

$$\frac38\cdot\frac{20\times0.4}{100}=0.030,\qquad \frac38\cdot\frac{20\times0.8}{200}=0.030 .$$

The first-order excess is 0.060 of $\rho_0$, and the resistivity is $50\times1.060=53.0$ nΩ m. The full model gives 53.1 nΩ m. The difference is mainly of second order: with $\alpha=\beta=0.08$, equation (2) without $R$ gives $\sigma/\sigma_0=1-0.06+0.2546\times0.0064=0.9416$, which is also the full-model value to four digits.

Other shapes of the same area compare as follows, with resistivities in nΩ m:

| $h/w$ | First order | Full model | $\Delta/\Delta_{\min}$ |
|---|---|---|---|
| 0.5 | 53.750 | 53.957 | 1.250 |
| 1 | 53.182 | 53.305 | 1.061 |
| 2 | 53.000 | 53.099 | 1.000 |
| 4 | 53.182 | 53.302 | 1.061 |
| 8 | 53.750 | 53.935 | 1.250 |

A square wire has a first-order surface excess 6% above the minimum excess, but its total resistivity is only about 0.4% higher in the full model. With these parameters, shape is a weak means of lowering the resistivity. The first-order values are equal at ratios 1 and 4, and at 0.5 and 8, as (5) requires. The full model breaks this symmetry slightly. At $h/w=8$ the width is 50 nm, or $2.5\lambda$, and second hits on the sidewalls matter more.

The optimum of the full model, found by a direct search over $r$, depends on size:

| $A$ (nm²) | $w^*/\lambda$ | Best $h/w$ |
|---|---|---|
| 80000 | 10.00 | 2.000 |
| 20000 | 5.00 | 2.003 |
| 2000 | 1.58 | 2.139 |
| 200 | 0.50 | 2.433 |

At $w^*=5\lambda$ the shift is about 0.2%, and it has the sign derived above. At $w^*=0.5\lambda$ it is about 22%. The sides are then not large compared with $\lambda$, as the expansion requires, so the last ratio is a numerical result of (1), not a consequence of (4).

Exchanging which walls are rougher turns the wire on its side. For $p_s=0.1$ and $p_t=0.7$, equation (4) gives $r^*=0.3/0.9=0.333$; the full model gives 0.3333 at $A=160000$ nm².

With perfectly specular sidewalls and the original $p_t=0.2$ and $A=20000$ nm², the full-model resistivity falls from 52.2 nΩ m at $h/w=1$ to 50.5 nΩ m at $h/w=16$, with no minimum between. The numerical output below gives the intermediate values, together with a comparison of (1) with paths traced from wall to wall.

These results compare shapes at constant material properties. If changing the shape also changes the grain size, and with it $\lambda$ and $\rho_0$, or changes the wall quality, that dependence must be included before minimizing. The calculation is also semiclassical: it omits the quantization of transverse motion, which matters when a side is no longer large compared with the Fermi wavelength.

## Computed values

```
mean free path = 20 nm, bulk resistivity = 50 nOhm m
area = 20000 nm^2, p_side = 0.6, p_top = 0.2
optimal h/w (formula) = 2.000
optimal width = 100.0 nm, height = 200.0 nm
sidewall part of excess = 0.0300 (fraction of rho0)
top/bottom part of excess = 0.0300 (fraction of rho0)
minimum first-order excess = 0.0600 (fraction of rho0)
minimum first-order resistivity = 53.000 nOhm m
full-model resistivity there = 53.099 nOhm m
h/w, w (nm), h (nm), first-order rho, full rho (nOhm m), excess/minimum:
  0.5  200.0  100.0  53.750  53.957  1.2500
  1.0  141.4  141.4  53.182  53.305  1.0607
  2.0  100.0  200.0  53.000  53.099  1.0000
  4.0  70.7  282.8  53.182  53.302  1.0607
  8.0  50.0  400.0  53.750  53.935  1.2500
ray tracing check: w (nm), h (nm), sigma/sigma0 traced, quadrature:
  100  200  0.9416  0.9416
  10  20  0.5936  0.5937
first-order coefficient, sidewalls = 0.3751
first-order coefficient, top/bottom = 0.3751 (3/8 = 0.375)
corner coefficient = 0.2546 (4/(5 pi) = 0.2546)
full-model optimum: area (nm^2), w/mfp at formula optimum, best h/w:
  80000  10.00  2.000
  20000  5.00  2.003
  2000  1.58  2.139
  200  0.50  2.433
finer grid, smallest area: best h/w = 2.433
second pair p_side = 0.1, p_top = 0.7, area = 160000 nm^2:
  best h/w full model = 0.3333, formula = 0.3333
excess growth at 4 times optimal h/w, very large wire = 1.2503
p_side = 1: full rho (nOhm m) at h/w = 1, 2, 4, 8, 16:
  52.215  51.546  51.084  50.761  50.536
```
